# Spin-orbit-induced minority density of states in a half-metal's gap: test program

```python
# Result under test: spin-orbit coupling xi*L.S puts a minority-spin density of
# states n_dn(E) into the minority gap of a half-metal,
#   n_dn = C2*xi^2 + C3*xi^3 + ...,
#   C2 = (1/4) * BZ integral of delta(E-e_z_up) * (1/Dx^2 + 1/Dy^2),
# where Dx, Dy = E minus the minority x (conduction), y (valence) band energy.
# It grows as 1/delta near an edge (delta = distance to the edge) if the
# majority surface passes through the edge wave vector; otherwise it saturates.
# Energies in eV, wave vectors in 1/(cell edge), densities in states/eV/cell.
import numpy as np
from scipy import constants, integrate, special

E_C, E_V = 0.25, -0.25            # minority conduction and valence edges
T_C, U_C, T_V = 0.15, 0.10, 0.15  # minority band hoppings
T_SIGMA, T_PI = 0.60, 0.05        # majority z band: along z, and transverse
EXCHANGE = 3.0                    # rigid exchange splitting
E_Z = E_C + 4 * T_PI              # majority surface at E_C meets (0,0,pi/2)
XI = 0.05                         # spin-orbit coupling of the example


def bands(kx, ky, kz):
    """Minority x, minority y and majority z energies without coupling."""
    transverse = 2 - np.cos(kx) - np.cos(ky)
    ex = E_C + 2 * T_C * transverse + U_C * (1 + np.cos(2 * kz))
    ey = E_V - 2 * T_V * (transverse + 1 - np.cos(kz))
    ez = (E_Z - 2 * T_SIGMA * np.cos(kz)
          - 2 * T_PI * (np.cos(kx) + np.cos(ky)))
    return ex, ey, ez


# L.S in the basis (x,y,z) up, (x,y,z) down
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
L = -1j * levi
S = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(S[a], L[a]) for a in range(3))
assert np.allclose(np.linalg.eigvalsh(LS), [-1, -1, .5, .5, .5, .5])


def hamiltonian(kx, ky, kz, xi):
    ex, ey, ez = bands(kx, ky, kz)
    diagonal = np.stack([ex - EXCHANGE, ey - EXCHANGE, ez,
                         ex, ey, ez + EXCHANGE], axis=-1)
    return diagonal[..., None] * np.eye(6) + xi * LS


def transverse_mesh(n):
    k = (np.arange(n) + 0.5) * np.pi / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return kx.ravel(), ky.ravel()


def exact_dos(E, xi, n=24):
    """Spin-down and spin-up DOS in the gap from full diagonalization.
    Three bands lie below the gap, so the fourth level crosses E exactly
    where the majority sheet does; kz is found there by bisection."""
    kx, ky = transverse_mesh(n)
    low, high = np.zeros_like(kx), np.full_like(kx, np.pi)
    for _ in range(42):
        mid = 0.5 * (low + high)
        below = np.linalg.eigvalsh(hamiltonian(kx, ky, mid, xi))[:, 3] < E
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    kz = 0.5 * (low + high)
    values, vectors = np.linalg.eigh(hamiltonian(kx, ky, kz, xi))
    pick = np.argmin(abs(values - E), axis=1)
    rows = np.arange(len(kx))
    assert np.max(abs(values[rows, pick] - E)) < 1e-9
    weight = abs(vectors[rows, :, pick])**2
    vx, vy = -2 * U_C * np.sin(2 * kz), -2 * T_V * np.sin(kz)
    vz = 2 * T_SIGMA * np.sin(kz)
    speed = abs(np.sum(weight * np.stack([vx, vy, vz, vx, vy, vz], 1), axis=1))
    down = weight[:, 3:].sum(axis=1)
    return np.mean(down / speed) / np.pi, np.mean((1 - down) / speed) / np.pi


def perturbative(E, n=200, detune=0.0):
    """Coefficients from the derived formulas; detune shifts the majority band."""
    kx, ky = transverse_mesh(n)
    cz = (E_Z + detune - E
          - 2 * T_PI * (np.cos(kx) + np.cos(ky))) / (2 * T_SIGMA)
    assert np.max(abs(cz)) < 1
    kz = np.arccos(cz)
    slope = 2 * T_SIGMA * np.sin(kz)
    ex, ey, _ = bands(kx, ky, kz)
    dx, dy = E - ex, E - ey
    return {"cond": np.mean(1 / dx**2 / slope) / (4 * np.pi),
            "val": np.mean(1 / dy**2 / slope) / (4 * np.pi),
            "cubic": -np.mean((1/dx + 1/dy) / (dx*dy) / slope) / (4 * np.pi),
            "up": np.mean(1 / slope) / np.pi, "miss": np.min(abs(dy))}


def c2(E, n=200):
    p = perturbative(E, n)
    return p["cond"] + p["val"]


print(f"minority edges: {E_V:.2f} and {E_C:.2f} eV")
print(f"minority hoppings t_c, u_c, t_v: {T_C:.2f} {U_C:.2f} {T_V:.2f} eV")
print(f"majority hoppings sigma, pi: {T_SIGMA:.2f} {T_PI:.2f} eV")
print(f"majority band centre: {E_Z:.2f} eV; exchange: {EXCHANGE:.1f} eV")
print(f"spin-orbit coupling xi: {XI:.3f} eV")
print(f"spin-flip elements x, y: {XI*abs(LS[3,2]):.4f} "
      f"{XI*abs(LS[4,2]):.4f} eV")

# Sheet method against the definition: Gaussian-smeared sum over the zone
k_t = (np.arange(16) + 0.5) * np.pi / 16
k_z = (np.arange(240) + 0.5) * np.pi / 240
grid = [g.ravel() for g in np.meshgrid(k_t, k_t, k_z, indexing="ij")]
levels, states = np.linalg.eigh(hamiltonian(*grid, XI))
smear = 0.02
gauss = np.exp(-0.5 * (levels / smear)**2) / (smear * np.sqrt(2 * np.pi))
down_weight = np.sum(abs(states[:, 3:, :])**2, axis=1)
direct = np.sum(gauss * down_weight) / len(grid[0])
mid_down, mid_up = exact_dos(0.0, XI)
fine_down, _ = exact_dos(0.0, XI, n=36)
assert abs(direct / mid_down - 1) < 0.03   # smearing bias is about 1 percent
assert abs(fine_down / mid_down - 1) < 1e-6
print(f"midgap n_dn, zone sum: {direct:.4e} /eV/cell")
print(f"midgap n_dn, exact sheet: {mid_down:.4e} /eV/cell")
print(f"relative mesh shift 24 to 36: {abs(fine_down/mid_down-1):.1e}")

# Quadratic and cubic coefficients from even and odd parts in xi
small = 0.004
plus, minus = exact_dos(0.0, small)[0], exact_dos(0.0, -small)[0]
even, odd = (plus + minus) / (2 * small**2), (plus - minus) / (2 * small**3)
middle = perturbative(0.0)
C2_mid, C3_mid = c2(0.0), middle["cubic"]
assert abs(even / C2_mid - 1) < 2e-3
assert abs(odd / C3_mid - 1) < 1e-2
print(f"C2 at midgap, formula / exact: {C2_mid:.5f} / {even:.5f} eV^-3")
print(f"C3 at midgap, formula / exact: {C3_mid:.5f} / {odd:.5f} eV^-4")
series = [exact_dos(0.0, x)[0] for x in (XI / 4, XI / 2)] + [mid_down]
for x, value in zip((XI / 4, XI / 2, XI), series):
    print(f"xi = {x:.4f} eV: n_dn = {value:.4e} /eV/cell")
exponent = np.log2(series[2] / series[1])
assert abs(exponent - 2) < 0.1
print(f"local exponent in xi, last doubling: {exponent:.3f}")
assert abs(mid_down / (C2_mid * XI**2) - 1) < 0.1
print(f"exact / second order at midgap: {mid_down/(C2_mid*XI**2):.4f}")

# Profile across the gap
energies = [-0.24, -0.20, -0.10, -0.05, 0.0, 0.10, 0.20, 0.23]
profile = []
print("E (eV), n_dn exact, n_dn second order (/eV/cell), polarization (%)")
for E in energies:
    down, up = exact_dos(E, XI)
    second = c2(E) * XI**2
    profile.append(down)
    bound = perturbative(E)["up"] * XI**2 / 4 * ((E_C-E)**-2 + (E-E_V)**-2)
    assert second < bound
    print(f"{E:6.2f}  {down:.3e}  {second:.3e}  {100*(up-down)/(up+down):.2f}")
assert 0 < np.argmin(profile) < len(profile) - 1
assert profile[0] > 1.05 * min(profile) and profile[-1] == max(profile)
flat = middle["up"] * XI**2 / 4 * (E_C**-2 + E_V**-2)
print(f"midgap majority DOS n_up: {mid_up:.4f} /eV/cell")
print(f"midgap n_dn / n_up: {100*mid_down/mid_up:.3f} %")
print(f"flat-band upper bound at midgap: {flat:.3e} /eV/cell")

# Edge met by the majority surface: two minima, at kz = +pi/2 and -pi/2
slope0, minima = 2 * T_SIGMA, 2
K_edge = minima / (32 * np.pi**2 * T_C * slope0)
near = perturbative(E_C - 1e-4, 1000)["cond"]
nearer = perturbative(E_C - 5e-5, 1400)["cond"]
edge_power = np.log2(near / nearer)
assert abs(near * 1e-4 / K_edge - 1) < 0.01 and abs(edge_power + 1) < 0.01
print(f"edge constant, formula: {K_edge:.5f} eV^-2")
print(f"edge constant, quadrature: {near*1e-4:.5f} eV^-2")
print(f"power of delta at conduction edge: {edge_power:.4f}")

# Edge missed by the surface: saturation
v1, v2 = perturbative(E_V + 1e-3), perturbative(E_V + 1e-4)
assert abs(v2["val"] / v1["val"] - 1) < 0.02
print(f"nearest valence state at its edge: {v2['miss']:.4f} eV away")
print(f"saturated valence part: {v2['val']*XI**2:.3e} /eV/cell")
detune = 0.2
cutoff = 2 * U_C * (detune / slope0)**2
d1 = perturbative(E_C - 1e-4, 1000, detune)["cond"]
d2 = perturbative(E_C - 1e-5, 1000, detune)["cond"]
assert abs(d2 / d1 - 1) < 0.03 and abs(d2 * cutoff / K_edge - 1) < 0.1
print(f"majority band detuned by {detune:.1f} eV: cutoff {1e3*cutoff:.2f} meV")
print(f"detuned limit, quadrature: {d2*XI**2:.3e} /eV/cell")
print(f"detuned limit, estimate: {K_edge/cutoff*XI**2:.3e} /eV/cell")

# Effects left out of the zero-temperature result, sized at 300 K
T = 300.0
kT = constants.k * T / constants.e


def thermal(E):
    return 1 / (4 * kT * np.cosh(E / (2 * kT))**2)


nodes, weights = np.polynomial.legendre.leggauss(40)
window = 8 * kT * nodes
factor = 8 * kT * weights * thermal(window)
average = np.sum(factor * [c2(E, 60) for E in window]) / np.sum(factor)
k3 = (np.arange(48) + 0.5) * np.pi / 48
ex, ey, _ = bands(*np.meshgrid(k3, k3, k3, indexing="ij"))
excited = np.mean(thermal(ex) + thermal(ey))
print(f"kT at {T:.0f} K: {1e3*kT:.2f} meV")
print(f"thermal average / midgap value: {average/C2_mid:.4f}")
print(f"thermal minority-band part: {excited:.2e} /eV/cell")

stiffness, volume, spin = 3.0, 0.051, 2.0  # rough: meV nm^2, nm^3, per cell
kT_meV = 1e3 * kT
magnons = special.zeta(1.5) * (kT_meV / (4 * np.pi * stiffness))**1.5
numeric = integrate.quad(
    lambda q: q**2 / np.expm1(stiffness * q**2 / kT_meV) / (2 * np.pi**2),
    0, np.sqrt(60 * kT_meV / stiffness))[0]
assert abs(numeric / magnons - 1) < 1e-5
loss = magnons * volume / spin
print(f"rough stiffness {stiffness:.1f} meV nm2, cell {volume:.3f} nm3, "
      f"spin {spin:.0f}")
print(f"magnons per cell: {magnons*volume:.4f}")
print(f"loss of magnetization: {100*loss:.2f} %")
print(f"minority share from magnon tilt: {100*loss/2:.2f} %")
print("PASS")
```

Running it gives:

```
minority edges: -0.25 and 0.25 eV
minority hoppings t_c, u_c, t_v: 0.15 0.10 0.15 eV
majority hoppings sigma, pi: 0.60 0.05 eV
majority band centre: 0.45 eV; exchange: 3.0 eV
spin-orbit coupling xi: 0.050 eV
spin-flip elements x, y: 0.0250 0.0250 eV
midgap n_dn, zone sum: 5.9383e-04 /eV/cell
midgap n_dn, exact sheet: 5.9054e-04 /eV/cell
relative mesh shift 24 to 36: 2.4e-14
C2 at midgap, formula / exact: 0.23985 / 0.23984 eV^-3
C3 at midgap, formula / exact: -0.06575 / -0.06575 eV^-4
xi = 0.0125 eV: n_dn = 3.7344e-05 /eV/cell
xi = 0.0250 eV: n_dn = 1.4882e-04 /eV/cell
xi = 0.0500 eV: n_dn = 5.9054e-04 /eV/cell
local exponent in xi, last doubling: 1.988
exact / second order at midgap: 0.9849
E (eV), n_dn exact, n_dn second order (/eV/cell), polarization (%)
 -0.24  8.864e-04  8.644e-04  99.46
 -0.20  7.385e-04  7.254e-04  99.54
 -0.10  5.837e-04  5.831e-04  99.61
 -0.05  5.700e-04  5.741e-04  99.61
  0.00  5.905e-04  5.996e-04  99.59
  0.10  7.833e-04  8.087e-04  99.44
  0.20  1.917e-03  2.028e-03  98.60
  0.23  4.344e-03  4.730e-03  96.84
midgap majority DOS n_up: 0.2880 /eV/cell
midgap n_dn / n_up: 0.205 %
flat-band upper bound at midgap: 5.758e-03 /eV/cell
edge constant, formula: 0.03518 eV^-2
edge constant, quadrature: 0.03521 eV^-2
power of delta at conduction edge: -0.9995
nearest valence state at its edge: 0.1751 eV away
saturated valence part: 7.227e-04 /eV/cell
majority band detuned by 0.2 eV: cutoff 5.56 meV
detuned limit, quadrature: 1.609e-02 /eV/cell
detuned limit, estimate: 1.583e-02 /eV/cell
kT at 300 K: 25.85 meV
thermal average / midgap value: 1.0347
thermal minority-band part: 1.13e-05 /eV/cell
rough stiffness 3.0 meV nm2, cell 0.051 nm3, spin 2
magnons per cell: 0.0757
loss of magnetization: 3.78 %
minority share from magnon tilt: 1.89 %
PASS
```
